# Spin Polarization from a Strong Delta Barrier between Free-Electron Ferromagnets, part 2

When can a delta function replace a rectangular tunnel barrier between ferromagnets without falsifying the spin polarization? The electrodes are free-electron metals of mass $m$, with the Fermi energy $\varepsilon_\sigma$ above the band bottom of spin $\sigma$:

$$k_\sigma=\frac{\sqrt{2m\varepsilon_\sigma}}{\hbar},\qquad k_\uparrow>k_\downarrow>0. \tag{1}$$

Energies are in eV, lengths in nm. Tunneling is elastic and conserves spin. Incidence is normal unless stated otherwise, and each spin channel contributes $(e^2/h)T$ to the conductance $G$ of one transverse mode. Subscripts $P$ and $AP$ denote parallel and antiparallel magnetizations, and $\theta$ is the angle between them. Magnetoresistance means $(G_P-G_{AP})/G_{AP}$.

The delta barrier $\lambda\,\delta(x)$ has the strength

$$\Lambda=\frac{2m\lambda}{\hbar^2}. \tag{2}$$

From wave number $k_a$ on the left to $k_b$ on the right it transmits

$$T_{ab}=\frac{k_b}{k_a}|t|^2=\frac{4k_ak_b}{(k_a+k_b)^2+\Lambda^2}, \tag{7}$$

where $t$ is the transmitted amplitude. The polarization into a nonmagnetic metal, with wave number $q$ for both spins, is $(T_\uparrow-T_\downarrow)/(T_\uparrow+T_\downarrow)$. For $\Lambda$ much larger than all wave numbers,

$$P(\Lambda)\to P=\frac{k_\uparrow-k_\downarrow}{k_\uparrow+k_\downarrow}. \tag{11}$$

For a weak delta barrier it can be negative, with a sign change at $\Lambda_0^2=k_\uparrow k_\downarrow-q^2$ (12) if the right side is positive.

For identical ferromagnets and a strong delta barrier, the sums over spin are

$$T_P=\frac{4(k_\uparrow^2+k_\downarrow^2)}{\Lambda^2},\qquad T_{AP}=\frac{8k_\uparrow k_\downarrow}{\Lambda^2}, \tag{16}$$

$$\frac{G_P-G_{AP}}{G_P+G_{AP}}=P^2,\qquad \frac{G_P-G_{AP}}{G_{AP}}=\frac{2P^2}{1-P^2}, \tag{17}$$

$$T(\theta)=\frac{8\bar k^2}{\Lambda^2}(1+P^2\cos\theta)=\frac{2(k_\uparrow+k_\downarrow)^2}{\Lambda^2}(1+P^2\cos\theta), \tag{22}$$

with $\bar k=\tfrac12(k_\uparrow+k_\downarrow)$.

The rectangular barrier stands at height $\Phi$ above the Fermi energy for $0<x<d$. With the mass $m$ inside, its decay constant is

$$\kappa=\frac{\sqrt{2m\Phi}}{\hbar}. \tag{23}$$

With $C=\cosh\kappa d$, $S_d=\sinh\kappa d$ and $\tau$ the transmitted wave at $x=d$, matching gives

$$\psi(0)=\tau\left(C-\frac{ik_b}{\kappa}S_d\right),\qquad \psi'(0)=\tau\left(-\kappa S_d+ik_bC\right), \tag{25}$$

$$T_{ab}=\frac{4k_ak_b}{(k_a+k_b)^2+(\kappa^2+k_a^2)(\kappa^2+k_b^2)\,S_d^2/\kappa^2}. \tag{28}$$

**The factor in a thick barrier.** For $\kappa d\gg1$, $S_d^2\simeq e^{2\kappa d}/4$ and the second term of the denominator dominates:

$$T_{ab}\simeq16\,\kappa^2e^{-2\kappa d}\,w(k_a)\,w(k_b),\qquad w(k)=\frac{k}{\kappa^2+k^2}. \tag{29}$$

Each interface contributes its own weight $w$. The polarization into a nonmagnetic metal is therefore the contrast of $w(k_\uparrow)$ and $w(k_\downarrow)$. After multiplication by both denominators, the difference of the weights is $k_\uparrow(\kappa^2+k_\downarrow^2)-k_\downarrow(\kappa^2+k_\uparrow^2)=(k_\uparrow-k_\downarrow)(\kappa^2-k_\uparrow k_\downarrow)$. The sum is $(k_\uparrow+k_\downarrow)(\kappa^2+k_\uparrow k_\downarrow)$, and the result is

$$P_{\rm thick}=P\,F,\qquad F=\frac{\kappa^2-k_\uparrow k_\downarrow}{\kappa^2+k_\uparrow k_\downarrow}. \tag{30}$$

$F$ is Slonczewski's factor. It comes from the $k^2$ in the denominator of $w$. The weight is largest at $k=\kappa$, where an incoming wave fits best onto the decaying one. If $\kappa$ lies far above both wave numbers, $w$ is nearly proportional to $k$ and the delta result returns. If $\kappa^2$ is smaller than $k_\uparrow k_\downarrow$, minority electrons have the larger weight and the polarization is negative. The thickness does not appear in $F$.

**How the delta limit removes the factor.** Let $d\to0$ while $\kappa^2d=\Lambda$ is held fixed. Then $\kappa=\sqrt{\Lambda/d}$ grows without limit, while $\kappa d=\sqrt{\Lambda d}$ tends to zero, so that $S_d^2\simeq\kappa^2d^2$. The second term in the denominator of (28) becomes

$$(\kappa^2+k_a^2)(\kappa^2+k_b^2)d^2=\Lambda^2\left(1+\frac{k_a^2d}{\Lambda}\right)\left(1+\frac{k_b^2d}{\Lambda}\right)\to\Lambda^2, \tag{31}$$

and (28) becomes (7). In this limit $k_\uparrow k_\downarrow/\kappa^2$ vanishes, which is the condition for $F\to1$.

A barrier can thus be made opaque in two ways that differ in their effect on spin. If it is thin, with $\kappa d<1$, and also strong, with $\kappa^2d\gg k$, then $\kappa>\kappa^2d\gg k$: strength implies height, and $P$ applies. If it is opaque because $\kappa d\gg1$ at a moderate $\kappa$, the transmission is just as small but $F$ remains. A small transmission alone does not justify (11).

**Another mass in the barrier.** Let the mass inside be $\mu m$. The quantities that match at each interface are then $\psi$ and $\psi'$ divided by the local mass, since the latter fixes the flux. The decay constant inside is $\sqrt{\mu}\,\kappa$, with $\kappa$ still defined by (23). The slope that enters the matching is divided by $\mu$, so in (25) the prefactor $\kappa$ becomes $\sqrt\mu\,\kappa/\mu=\kappa/\sqrt\mu$. For a thick barrier

$$F_\mu=\frac{\kappa^2/\mu-k_\uparrow k_\downarrow}{\kappa^2/\mu+k_\uparrow k_\downarrow}. \tag{32}$$

A lighter barrier mass brings the factor closer to one.

**A junction with rough iron and aluminium-oxide values.** Take $\varepsilon_\uparrow=4.5$ eV and $\varepsilon_\downarrow=0.7$ eV for the electrodes, and $\Phi=2.0$ eV and $d=1.0$ nm for the barrier. With $\hbar^2/2m=0.0381\ \mathrm{eV\,nm^2}$,

$$k_\uparrow=\sqrt{\frac{4.5}{0.0381}}=10.87\ \mathrm{nm^{-1}},\qquad k_\downarrow=\sqrt{\frac{0.7}{0.0381}}=4.29\ \mathrm{nm^{-1}}, \tag{33}$$

and $P=6.58/15.15=0.434$.

The delta strength is chosen so that the parallel conductance equals that of the rectangular barrier. For the latter $\kappa=7.245\ \mathrm{nm^{-1}}$ and $\kappa^2=52.49\ \mathrm{nm^{-2}}$. The weights in (29) are $w(k_\uparrow)=10.868/170.6=0.0637$ nm and $w(k_\downarrow)=4.286/70.87=0.0605$ nm. Adding the two parallel channels,

$$T_P=16(52.49)\,e^{-14.49}\left(0.0637^2+0.0605^2\right)=3.30\times10^{-6}. \tag{34}$$

Equation (16) then requires

$$\Lambda=\sqrt{\frac{4(118.1+18.4)\ \mathrm{nm^{-2}}}{3.30\times10^{-6}}}=1.29\times10^4\ \mathrm{nm^{-1}}, \tag{35}$$

or $\lambda=490$ eV nm. This is more than a thousand times $k_\uparrow$, so the strong limit applies to the delta model. Integration of the two-component Schrödinger equation through a narrow Gaussian of this strength gives total transmissions of $3.300$, $3.038$, $2.776$ and $2.253$, in units of $10^{-6}$, at $0^\circ$, $60^\circ$, $90^\circ$ and $180^\circ$. With $P^2=0.1886$, (22) predicts the first, second and fourth from the third as $2.776$ times $1.1886$, $1.0943$ and $0.8114$, in agreement. The conductances per transverse mode are $0.128$ nS parallel and $0.087$ nS antiparallel, and the magnetoresistance is $2(0.1886)/0.8114=46.5\,\%$ of the antiparallel conductance.

It may seem more natural to give the delta function the area of the real potential, $\Phi d=2.0$ eV nm. That yields $\Lambda=52.5\ \mathrm{nm^{-1}}$ and a total parallel transmission of $0.17$, too large by a factor of about fifty thousand. The replacement by area rests on $\kappa d\ll1$ together with $\kappa\gg k$, as (31) shows. Here $\kappa d=7.2$, and $\kappa$ lies between the two wave numbers. Nor is such a barrier quite strong: its contrast $(G_P-G_{AP})/(G_P+G_{AP})$ is $0.160$, about $15\,\%$ below the limiting $P^2=0.189$.

**What the finite height does.** With $k_\uparrow k_\downarrow=46.58\ \mathrm{nm^{-2}}$, (30) gives

$$F=\frac{52.49-46.58}{52.49+46.58}=0.060,\qquad PF=0.026. \tag{36}$$

The numerically integrated rectangular barrier has a polarization of $0.0259$ at $1$ nm and the same value at $2$ nm, with the height held at $2.0$ eV. The two weights in (34) are nearly equal because $\kappa$ lies close to the geometric mean of the wave numbers. At normal incidence the magnetoresistance falls from $46.5\,\%$ to $0.13\,\%$, although both barriers have the same parallel conductance. A barrier $0.5$ eV high and $2$ nm thick has a polarization of $-0.243$, which the strong delta barrier cannot reproduce at any strength.

With a rough oxide mass ratio of $\mu=0.4$, at the original height and thickness, $\kappa^2/\mu=131.2\ \mathrm{nm^{-2}}$. Equation (32) gives $F_\mu=0.476$, and the polarization is $0.207$, about half the delta value.

These figures lead to a condition for using the delta barrier at normal incidence. For $F_\mu\ge0.9$, (32) requires $\kappa^2/\mu\ge19\,k_\uparrow k_\downarrow$. For these electrodes the right side is $885\ \mathrm{nm^{-2}}$, which means $\Phi\ge34$ eV with the free mass or $13.5$ eV with $\mu=0.4$. A barrier of a few electronvolts does not meet it. Even at this threshold the magnetoresistance, in which the factor enters squared, is $36\,\%$ instead of $46.5\,\%$.

**Oblique incidence.** Electrons also arrive with a wave number $p$ parallel to the interface. If the interface is smooth, $p$ is conserved, and each $k_\sigma$ is replaced by $\sqrt{k_\sigma^2-p^2}$. The strong delta barrier then transmits in proportion to the product of the two normal components. For majority electrons in the parallel state, the sum over directions contains

$$\int_0^{k_\uparrow}\frac{4(k_\uparrow^2-p^2)}{\Lambda^2}\,p\,dp=\frac{k_\uparrow^4}{\Lambda^2}, \tag{37}$$

and minority electrons contribute $k_\downarrow^4/\Lambda^2$. In the antiparallel state the integral stops at $p=k_\downarrow$, beyond which one electrode has no propagating state. Replacing $\sqrt{k_\uparrow^2-p^2}$ by its largest value $k_\uparrow$ gives an upper bound on the sum of the two antiparallel channels:

$$\frac{8k_\uparrow}{\Lambda^2}\int_0^{k_\downarrow}\sqrt{k_\downarrow^2-p^2}\;p\,dp=\frac{8k_\uparrow k_\downarrow^3}{3\Lambda^2}. \tag{38}$$

With the present wave numbers the parallel sum is $14288$ and the bound is $2282$, both in units of $\mathrm{nm^{-4}}/\Lambda^2$. The magnetoresistance summed over angles is thus at least $526\,\%$; numerical integration gives $547\,\%$. The value of $46.5\,\%$ belongs to normal incidence and must not be carried over to a wide junction with smooth interfaces.

A thick rectangular barrier restricts the angles, because its decay constant rises to $\sqrt{\kappa^2+p^2}$. With the free mass and $d=1$ nm, (29) summed over all angles gives a magnetoresistance of $14\,\%$, against $0.13\,\%$ at normal incidence. Unlike $F$, this value depends on the thickness: it falls to about $3\,\%$ at $2$ nm and approaches the normal-incidence value slowly as the barrier thickens. Three changes act in this direction. As $p$ grows, $\kappa^2+p^2$ rises while the product of the normal wave numbers falls, so $F$ increases. The contrast of the normal wave numbers increases as well, and reaches one at $p=k_\downarrow$. Beyond $p=k_\downarrow$ only majority electrons in the parallel state are transmitted, which adds to the parallel conductance alone. At $1$ nm this last part supplies about $9$ of the $14$ percentage points, and the range $p<k_\downarrow$ about $5$. Because of this selection of angles, $F$ near one is not enough to recover the delta result in a wide junction. With the free mass, a barrier $34$ eV high and $1$ nm thick has $F=0.90$ and an angle-summed magnetoresistance of about $200\,\%$ instead of $547\,\%$. At $340$ eV, where $F=0.99$, it is about $380\,\%$ at $1$ nm and $220\,\%$ at $3$ nm.

**Bias and temperature.** A bias of $0.1$ V across $1$ nm is a field of $1$ MV/cm, roughly a tenth of the breakdown field of a good thin oxide. It admits electrons from up to $0.1$ eV below the Fermi energy of the emitter, where the delta polarization is $0.461$ instead of $0.434$, a relative change of $6\,\%$. They enter states up to $0.1$ eV above the Fermi energy of the collector, where it is $0.411$. For identical electrodes the two shifts cancel to first order in the magnetoresistance, which for the delta barrier at normal incidence, taken from the current, moves only from $46.5$ to $46.6\,\%$ at this bias. At $300$ K the thermal energy is $0.026$ eV, and a shift of this size either way moves $P$ between $0.428$ and $0.441$. The Boltzmann factor for passing over the barrier is $2.5\times10^{-34}$, negligible beside a transmission of order $10^{-6}$. In the delta model of this junction these shifts are small compared with the changes that finite height and oblique incidence bring. The rectangular barrier with the free mass is more sensitive, because its $\kappa^2$ lies close to $k_\uparrow k_\downarrow$: at $0.1$ eV below the Fermi energy (30) gives a polarization of about $0.06$ instead of $0.03$, and at about $0.09$ eV above it the polarization passes through zero. With this barrier tilted by $0.1$ V, the normal-incidence magnetoresistance falls from $0.13\,\%$ to $0.11\,\%$ when taken from the current and to $0.05\,\%$ when taken from the differential conductance.

**Beside a real junction.** The barrier height, thickness and oxide mass are rough but ordinary values for aluminium oxide. The delta strength is not a property of the oxide but a fitted number. The value $490$ eV nm, about $245$ times the area of the potential it replaces, belongs to the free mass and to normal incidence; with $\mu=0.4$ the same fit gives about $36$ eV nm, $18$ times the area. Summed over all angles, the delta barrier of $490$ eV nm has a parallel conductance about eight times that of the free-mass rectangular barrier it was fitted to. Tunneling from iron through aluminium oxide shows a positive spin polarization of roughly $0.4$, and at normal incidence the delta model returns $0.43$. The agreement is no support for the model. At normal incidence, restoring the finite height with the same electrodes lowers the value to $0.03$ with the free mass and to $0.21$ with the lighter one. A measurement, moreover, sums over all directions. With $p$ conserved and a free-electron counter-electrode of $q=17.5\ \mathrm{nm^{-1}}$, that sum gives about $0.88$ for the delta barrier, and about $0.2$ and $0.32$ for the $1$ nm rectangular barrier with the free and the lighter mass. Real iron also has several $d$ and $s$ bands that couple differently to the oxide, and a disordered oxide need not conserve $p$. Two parabolic bands cannot say how far these move the result. Within the free-electron model and at normal incidence, the delta barrier gives the limiting law for $\kappa^2/\mu\gg k_\uparrow k_\downarrow$; for an oxide a few electronvolts high, the height and the mass have to be kept. The numerical output that follows lists the main values used here.

## Computed results

```
INPUTS (rough iron-like metal, rough aluminium-oxide barrier)
majority Fermi energy above band bottom: 4.5 eV
minority Fermi energy above band bottom: 0.7 eV
barrier height above Fermi level: 2.0 eV
barrier thickness: 1.0 nm
hbar^2/(2m): 0.038100 eV nm^2
STRONG DELTA BARRIER
k_up: 10.868 1/nm
k_down: 4.286 1/nm
P = (k_up-k_down)/(k_up+k_down): 0.4343
polarization of 1D bulk density of states: -0.4343
matched Lambda: 1.2862e+04 1/nm
matched delta strength lambda: 490.1 eV nm
integrated total transmission at 0 degrees: 3.2998e-06
integrated total transmission at 60 degrees: 3.0380e-06
integrated total transmission at 90 degrees: 2.7762e-06
integrated total transmission at 180 degrees: 2.2525e-06
parallel conductance per transverse mode: 0.1278 nS
antiparallel conductance per transverse mode: 0.0873 nS
magnetoresistance (G_P-G_AP)/G_AP: 46.5 %
error ratio of strong law when Lambda doubles: 3.999
WEAK DELTA BARRIER, nonmagnetic counter-electrode
counter-electrode wave number q: 3.0 1/nm
Lambda where polarization vanishes: 6.131 1/nm
polarization at half that Lambda: -0.1202
polarization at twice that Lambda: 0.2017
relative deficit of P at Lambda = 300 1/nm, integrated: 1.444e-03
same deficit, leading formula: 1.445e-03
EQUAL-AREA DELTA BARRIER
Lambda from height times thickness: 52.49 1/nm
its total parallel transmission: 0.1723
its (G_P-G_AP)/(G_P+G_AP): 0.1598
strong-barrier value P^2: 0.1886
FINITE BARRIER HEIGHT, normal incidence
kappa: 7.245 1/nm
Slonczewski factor: 0.0597
polarization, 1 nm barrier: 0.0259
polarization, 2 nm barrier: 0.0259
polarization, 0.5 eV high and 2 nm thick barrier: -0.2434
rough oxide mass ratio: 0.4
polarization with that oxide mass, 1 nm barrier: 0.2067
magnetoresistance, free mass, 1 nm barrier: 0.134 %
OTHER NEGLECTED EFFECTS
magnetoresistance, delta, all angles of incidence: 546.6 %
magnetoresistance, rectangular, all angles: 14.02 %
bias: 0.1 V
field at that bias: 1.0 MV/cm
P at energy lower by e times bias: 0.4606
thermal energy at 300 K: 0.02585 eV
P at energy higher by kT: 0.4281
P at energy lower by kT: 0.4407
Boltzmann factor for passing over the barrier: 2.5e-34
```
